Pair Annihilation of Unequal Threading Populations Down to Their Conserved Difference

**What dimensions and symmetry fix**

A threading dislocation runs through a film and ends on its free surface. Take the line sense towards the surface and let there be two kinds of thread, with Burgers vectors +b and −b and areal densities n₊ and n₋. Let h be the thickness added above a reference height. As the film thickens, opposite threads meet and annihilate. The loss per unit thickness is proportional to the number of possible pairs, K n₊n₋. The loss has dimension length⁻³ and n₊n₋ has dimension length⁻⁴, so K is a length.

Each annihilation removes two threads, one of each kind. The total ρ and the difference D,

ρ = n₊ + n₋,  D = n₊ − n₋,

therefore behave differently: ρ falls by two and D does not change. Exchanging the names + and − reverses D but leaves ρ alone, so, for a given initial total, D can enter ρ only through |D|. Choose the names so that D ≥ 0. The loss over dh is n₊n₋ K dh, so a constant K and the thickness enter only through the product Kh, which is an area. For D > 0 the only independent dimensionless combinations are then KDh and the initial ratio r₀ = n₋(0)/n₊(0), and

ρ = D F(KDh, r₀).

For D = 0 this scale is missing. If the film then forgets its initial density, the one density that can be built from the area Kh is 1/(Kh), so ρ must vanish as a constant over Kh. For D > 0 it cannot vanish, because

ρ = D + 2n₋ ≥ D.

Whether this lower bound is reached, and how fast, depends on the kinetics. The result to be derived is

ρ = D (1 + r)/(1 − r),  r = r₀ exp(−KDh),  (1)

which tends to D. It holds in mean field, for a laterally uniform film in which pair annihilation is the only process and K is constant.

**The encounter length K**

Let every thread be inclined to the film normal by the angle θ, with slope s = tan θ and a random azimuth. Its surface end then moves sideways by u dh when the film grows by dh, where |u| = s. Suppose that an opposite pair annihilates once its ends come within a capture radius r_A.

Seen from one minus thread, a plus thread moves with relative slope w = u₁ − u₂. The plus threads that come within r_A during dh are those in a strip of length |w| dh and width 2r_A. The minus thread therefore meets, on average, 2r_A⟨|w|⟩n₊ dh partners, and

K = 2r_A⟨|w|⟩.

If the two azimuths differ by φ, then |w| = 2s sin(φ/2) for φ between 0 and 2π. Averaging over φ gives

⟨|w|⟩ = (1/2π) ∫₀^{2π} 2s sin(φ/2) dφ = (s/π)[−2 cos(φ/2)]₀^{2π} = 4s/π,

K = 8r_A s/π.  (2)

All azimuths are removed at the same rate, so the distribution stays uniform and K stays constant. The strip argument also assumes that partners are spread at random at their mean density. This requires a dilute array, √ρ₀ r_A ≪ 1, where ρ₀ = ρ(0).

**First derivation: a balance for the total density**

Each encounter removes one thread of each kind, so

dn₊/dh = −K n₊n₋,  dn₋/dh = −K n₊n₋.

Subtracting the equations gives dD/dh = 0. Adding them gives

dρ/dh = −2K n₊n₋.

The product can be written in terms of ρ and D, because

ρ² − D² = (n₊ + n₋)² − (n₊ − n₋)² = 4n₊n₋.

Hence

dρ/dh = −(K/2)(ρ² − D²).  (3)

The right side is negative for ρ > D and zero at ρ = D. The total falls towards D and stops there. To integrate, separate the variables and use

1/(ρ² − D²) = (1/2D)[1/(ρ − D) − 1/(ρ + D)].

Integration from 0 to h yields

(1/2D) { ln[(ρ − D)/(ρ + D)] − ln[(ρ₀ − D)/(ρ₀ + D)] } = −Kh/2.

Now ρ₀ − D = 2n₋(0) and ρ₀ + D = 2n₊(0), so the second logarithm is ln r₀. Multiplying by 2D and exponentiating,

(ρ − D)/(ρ + D) = r₀ exp(−KDh) = r.

Thus ρ − D = r(ρ + D), or ρ(1 − r) = D(1 + r), which is equation (1). The separate densities follow from n₊ = (ρ + D)/2 and n₋ = (ρ − D)/2:

n₊ = D/(1 − r),  n₋ = D r/(1 − r).  (4)

The left side of the previous relation is n₋/n₊, so r is the current ratio of minority to majority.

**Second derivation: the fate of one thread**

The same result follows from survival probabilities, without solving equation (3). Define the accumulated densities

N₊(h) = ∫₀^h n₊ dh′,  N₋(h) = ∫₀^h n₋ dh′.

A minus thread that has survived to h′ is removed in the next dh′ with probability K n₊ dh′. If successive intervals are independent, its probability of surviving to h is the product of the factors 1 − K n₊ dh′, which is an exponential. The same reasoning applies to a plus thread:

S₋ = exp(−K N₊),  S₊ = exp(−K N₋).

The densities are n₋ = n₋(0) S₋ and n₊ = n₊(0) S₊. Their ratio is

n₋/n₊ = r₀ exp[−K(N₊ − N₋)].

Here the conservation law enters. A Burgers circuit drawn on the surface around a large region measures the net Burgers vector inside, and annihilation within the region cannot change it. So n₊ − n₋ = D at every thickness, and N₊ − N₋ = Dh. The ratio is therefore

n₋/n₊ = r₀ exp(−KDh) = r.

Inserting n₋ = r n₊ into n₊ − n₋ = D gives n₊(1 − r) = D, which reproduces equations (4) and (1).

This route shows why the decay stops. A minority thread always faces at least the density D of partners. Its accumulated exposure K N₊ grows without limit, and S₋ → 0. A majority thread faces a dwindling population. Its survival probability tends to D/n₊(0), so its total exposure is finite:

K N₋(∞) = ln[n₊(0)/D].

For n₊(0) = 7 and n₋(0) = 3 in any common unit, D = 4. A fraction 4/7 of the majority survives, and the total exposure is ln(7/4) ≈ 0.56. The survivors remain because their possible partners have run out.

**Early, late and balanced limits**

At the start, equation (3) gives

dρ/dh = −(Kρ₀²/2)[1 − (D/ρ₀)²].

The imbalance enters quadratically. With D/ρ₀ = 0.4 the initial loss is 84% of that in a balanced film of the same ρ₀ and K, so the early decay is a weak indicator of the final floor.

At large thickness r is small. From equation (1),

ρ − D = 2D r/(1 − r) ≈ 2D r₀ exp(−KDh).

The excess above the floor decays over the length 1/(KD). To find the thickness at which it equals εD, set (1 + r)/(1 − r) = 1 + ε. This gives r(2 + ε) = ε, and then

h_ε = (1/KD) ln[r₀(2 + ε)/ε].  (5)

For equal populations let D → 0 at fixed h. To first order in D,

r₀ = (ρ₀ − D)/(ρ₀ + D) ≈ 1 − 2D/ρ₀,  exp(−KDh) ≈ 1 − KDh,

so 1 − r ≈ D(2/ρ₀ + Kh), while 1 + r ≈ 2. The factor D cancels:

ρ → 2/(2/ρ₀ + Kh) = ρ₀/(1 + Kρ₀h/2).  (6)

This vanishes as 2/(Kh), the form required by dimensions. The limits D → 0 and h → ∞ do not commute in their rate of approach: for any fixed D > 0, the 1/h decay gives way to the exponential once KDh is of order one.

**A worked film**

The numbers are placed in the regime of InSb grown on GaAs(001), a film several micrometres thick. They are rough or round values. Take n₊(0) = 7×10⁸ cm⁻² and n₋(0) = 3×10⁸ cm⁻², hence D = 4×10⁸ cm⁻². The capture radius is 50 nm. Lines along [112], and along the three equivalent directions that also have the index 2 along the [001] normal, make an angle of 35.26° with that normal, so s = 0.7071. Equation (2) gives

K = 8 × 50 nm × 0.7071/π = 90.0 nm.

Since 10⁸ cm⁻² is 1 µm⁻², the decay length is

1/(KD) = 1/(0.0900 µm × 4 µm⁻²) = 2.78 µm.

At h = 5 µm, r = (3/7) exp(−5/2.78) ≈ 0.071, and

ρ = 4 × 1.071/0.929 ≈ 4.61, in units of 10⁸ cm⁻².

A balanced film with the same ρ₀ and K has 3.08 in these units. At 10 µm the two values are 4.09 and 1.82; at 40 µm they are 4.00 and 0.53. The balanced film passes the value D at 3.33 µm and continues downwards. By equation (5), the unequal film is within 10% of its floor at

h = 2.777 µm × ln[(3/7)(2.1/0.1)] = 6.1 µm,

and within 1% at 12.4 µm. In this model, doubling the thickness from 10 to 20 µm lowers the total by about 2%, whereas it lowers the balanced total by 45%.

**What the two derivations assume**

The first derivation assumes that the density of pairs about to meet is the product n₊n₋ at every thickness. The second assumes that a surviving thread sees the mean density of partners, whatever its past. These are two forms of one mean-field assumption: correlations between opposite threads are neglected. The derivations differ in how they use conservation. In the first it follows from the balance equations. In the second it comes from the Burgers circuit, independently of the encounter rate. The floor thus rests on conservation and on the eventual removal of the minority, while the exponential approach needs the mean-field rate.

The rate was tested by following individual threads in a periodic square of side 20 µm, with 2800 plus and 1200 minus threads and random azimuths. Opposite threads were removed on reaching the capture radius, and K was not supplied. With r_A reduced to 10 nm, the ratio of simulated to predicted minority density was 0.976 at KDh = 0.90 and 0.959 at KDh = 1.80, averaged over eight runs. The test required agreement within 15% of the prediction. No standard error was evaluated for these ratios, so the small deficits cannot be divided between noise and correlation.

At the film's own radius, √ρ₀ r_A = 0.158, which is only moderately small. Four runs gave totals of 4.594 ± 0.027 at 5 µm and 4.084 ± 0.009 at 10 µm, in units of 10⁸ cm⁻², with standard errors. The formula gives 4.610 and 4.095. Both differences are below 1.3 standard errors. The agreement of the totals at 10 µm says little about the minority, since most of the total is the conserved D; the minority itself is about 0.042 in the simulation against 0.047 in the formula.

**When the floor is not reached**

If K varies with thickness, both derivations hold with Kh replaced by

X(h) = ∫₀^h K(h′) dh′.

The ratio becomes r = r₀ exp(−DX), and ρ reaches D only if X grows without limit. If, for example, the threads straighten so that K = K₀ exp(−h/ℓ), then X tends to K₀ℓ. With K₀ = 90.0 nm and ℓ = 5 µm, the total freezes at 4.61×10⁸ cm⁻². This is the value that constant K gives at 5 µm, because X is the same.

A source that creates opposite pairs at a rate g per unit area and thickness leaves D conserved but raises the final total. Equation (3) acquires the term +2g, and its steady state is

ρ = √(D² + 4g/K).

Escape of threads through side walls removes single threads, so D itself is then no longer conserved.

**More than two Burgers vectors**

A crystal such as InSb has twelve signed vectors of type (a/2)⟨110⟩, where a is the lattice constant. Opposite vectors annihilate. Two vectors at 120° can fuse into a third of the same length. Reactions conserve the vector sum, and since the length of a sum cannot exceed the sum of the lengths,

ρ ≥ |Σ nᵢbᵢ|/b.

Let an excess D belong to [110], with the remaining content spread evenly over the families, and let K be the same for every reacting pair. The floor is again D, but the approach changes. Four families lie at 60° to [110]: [101], [10−1], [011] and [01−1]. Their opposites are consumed by the majority. The four themselves do not react with it; they disappear by fusing in pairs, such as [101] + [01−1] → [110]. Reactions with the two families perpendicular to [110] convert one 60° family into another, and by symmetry cause no net change. If each of the four has density q, then at late stages

dq/dh = −Kq²,  so q → 1/(Kh).

The perpendicular families, each of density p, obey dp/dh = −Kp² − 2Kqp and fall faster, as 1/h². Each 60° thread carries half a Burgers vector along [110]. Conservation of that component requires n₁₁₀ + 4q/2 = D, and therefore

ρ = n₁₁₀ + 4q = D + 2q → D + 2/(Kh).

These forms depend on which families are present at the start: if the balanced content is only ±[101], just two of the 60° families appear and the tail is 1/(Kh). Integration of the twelve rate equations gave (ρ − D)Kh = 1.999 at 10000 µm, a thickness chosen to expose the limit and not to represent a film. The starting state had the same ρ₀ and D as before, with the other 6×10⁸ cm⁻² spread evenly over all twelve families. At 10 µm the total was 5.34×10⁸ cm⁻², about 30% above the two-population result. The floor survives, but a film of ordinary thickness is further from it.

**How far an excess can extend**

An excess of one sign rotates the lattice. Consider edge dislocations stacked in a wall with spacing d. Each ends one extra plane of thickness b, so the lattice turns by b/d across the wall. If walls repeat at distance L, the dislocation density is D = 1/(dL), and the rotation per unit length, measured along the Burgers vector, is b/(dL) = Db. This assumes that no long-range elastic stress remains and treats the whole of b as edge component; a smaller edge component gives less rotation.

With b = 0.46 nm the film above has a rotation rate of 0.105° per µm. By thickness h a thread has moved sideways by sh, so the explored width is 2sh. Along the Burgers vector, the rotation across it is

Db × 2sh = (πb/4r_A) KDh,

where s = πK/(8r_A) from equation (2) was used. At a given stage KDh it depends on b/r_A and not on D. At 6.1 µm the explored width is 8.6 µm and the rotation 0.91°. Continued over a millimetre, the same rate would give about 105°. An epitaxial film, however, keeps an orientation close to the one set by its substrate. An excess of this size therefore cannot be uniform over a wafer under these assumptions. It must be local, and D in equation (1) is the difference in the region that the threads explore.

If the excess alternates in sign, lateral motion mixes the regions. In a simulation with stripes 5 µm wide, the local populations alternated between 7:3 and 3:7, with ρ₀, r_A and s unchanged. The total was 3.60×10⁸ cm⁻² at 5 µm and 1.94×10⁸ cm⁻² at 10 µm, averaged over four runs. Both lie below the local |D| of 4×10⁸ cm⁻², and the second is close to the balanced value of 1.82×10⁸ cm⁻². By 10 µm each surviving thread has moved 7.1 µm sideways in its own random direction, so many have crossed into a neighbouring stripe. The local difference has been largely mixed away, and the total is close to that of a film with the stripe average, D = 0.

**Beside a real InSb film**

The 7:3 imbalance is a model choice, and the rotation it implies makes it a large one for a region many micrometres wide. At the chosen capture radius, the uniform excess and the restriction to two Burgers vectors change the total most. The radius itself is a round value, and 10 nm in place of 50 nm would raise the total at 10 µm from 4.09×10⁸ to 6.11×10⁸ cm⁻². At 10 µm, the stripes lower the total from 4.09 to 1.94, and the twelve families raise it to 5.34, in units of 10⁸ cm⁻². Two further effects were estimated. Four equally occupied azimuths at right angles in place of random ones reduce K by 5%, which lengthens the thickness scale by about 5% and leaves D unchanged. For one given ±b, however, only two of the four ⟨112⟩ lines lie in a {111} plane containing b. They are opposite for [110] and at right angles for [101], so that ⟨|w|⟩ is s or s/√2 and the mean-field K falls by 21% or 44%. All relative motion is then along one direction, a case in which the mean-field rate was not tested. Cooling by 400 K with a rough expansion difference of 5×10⁻⁷ K⁻¹ gives, in isotropic elasticity, a resolved shear stress of 7.8 MPa for Burgers vectors inclined to the film plane. For vectors in the plane, such as [110], it is zero. The attraction of an edge pair on a common glide plane, one capture radius apart, is 52 MPa, for a shear modulus of 24 GPa and a Poisson ratio of 0.33. At the same distance on separate glide planes the stress is weaker and can even be repulsive, so a single capture radius is a simplification. An inclined vector such as [101] makes 30° with the ⟨112⟩ lines in its glide planes, so its pair is mostly screw and the attraction on a common plane is about 40 MPa. The thermal stress is about 20% of this in isotropic elasticity. With the cubic constants of InSb the (001) biaxial modulus is about 63 GPa instead of 95 GPa, which lowers the thermal stress to about 5 MPa and the ratio to about 13%. Whether 52 MPa suffices to move the threads depends on lattice friction at the growth temperature, which this model absorbs into r_A. The full set of values is in the numerical output.

Table of computed values

```
INPUTS (rough, InSb on GaAs regime)
n_plus at h=0: 7.00e+08 cm^-2
n_minus at h=0: 3.00e+08 cm^-2
total at h=0: 1.00e+09 cm^-2
conserved difference D: 4.00e+08 cm^-2
capture radius: 50 nm
thread angle to normal: 35.26 deg
slope s: 0.7071
Burgers vector length: 0.46 nm
KINETICS
mean relative slope: 0.9003
K: 90.03 nm
decay thickness 1/(K D): 2.777 um
h(um)  n_plus  n_minus  total  equal-case total (1e8 cm^-2)
  0.0  7.0000 3.000e+00 10.0000 10.0000
  1.0  5.7059 1.706e+00  7.4117  6.8958
  2.5  4.8437 8.437e-01  5.6874  4.7050
  5.0  4.3048 3.048e-01  4.6095  3.0762
 10.0  4.0473 4.734e-02  4.0947  1.8177
 20.0  4.0013 1.277e-03  4.0026  0.9997
 40.0  4.0000 9.507e-07  4.0000  0.5261
thickness to within 10% of D: 6.10 um
thickness to within 1% of D: 12.37 um
equal case reaches D at: 3.33 um
DIRECT SIMULATION
dilute n_minus, simulated/formula, K*D*h=0.90: 0.976
dilute n_minus, simulated/formula, K*D*h=1.80: 0.959
sqrt(total0)*capture radius: 0.158
example total at 5 um: 4.594 +- 0.027 (1e8 cm^-2)
example total at 10 um: 4.084 +- 0.009 (1e8 cm^-2)
alternating stripes, width: 5 um
striped total at 5 um: 3.596 (1e8 cm^-2)
striped total at 10 um: 1.939 (1e8 cm^-2)
NEGLECTED EFFECTS
K with four azimuths / K random: 0.9481
K fading over 5 um, frozen total: 4.610 (1e8 cm^-2)
twelve families, total at 10 um: 5.3363 (1e8 cm^-2)
twelve families, total at 1000 um: 4.0221 (1e8 cm^-2)
twelve families, total at 10000 um: 4.0022 (1e8 cm^-2)
one 60-degree family, density*K*h at 10000 um: 0.999
twelve families, (total-D)*K*h at 10000 um: 1.999
lattice rotation rate D*b: 0.1054 deg/um
explored width 2*s*h at the 10% thickness: 8.63 um
rotation across that width: 0.910 deg
shear modulus, Poisson ratio: 24 GPa, 0.33
expansion gap, cooling: 5.0e-07 1/K, 400 K
pair shear stress at capture radius: 52.4 MPa
resolved thermal stress: 7.8 MPa
```
